Out-of-Plane Spin and Spin-Orbit Splitting at K in Monolayer MoS₂

**1. The question and the setting**

A band calculation without spin-orbit coupling makes every level at the K point of monolayer MoS₂ twofold spin-degenerate. Any spin direction is then as good as any other, the two valleys K and −K cannot be told apart by spin, and the number of states at the valence edge is twice too large when the true splitting exceeds the energy range of interest. Adding a splitting by hand does not repair this, because its axis, its sign in each valley and its size in each band are still missing.

Symmetry supplies the axis and the relation between valleys. It also says which orbitals may mix, and hence which bands split at first order. It does not say which of these bands is filled. That the valence state of MoS₂ at K is built mainly from molybdenum d orbitals with |m| = 2, and the conduction state mainly from d₀, is an input from its band structure. A bonding model below shows how this order can arise.

The layer is a nonmagnetic sheet MX₂ with no perpendicular field. The metal atoms M lie in the plane z = 0, on the lattice spanned by a₁ = a(1, 0) and a₂ = a(1/2, √3/2). The X atoms lie at heights ±h above and below the in-plane offsets

δ₁ = a(1/2, 1/(2√3)), δ₂ = a(−1/2, 1/(2√3)), δ₃ = a(0, −1/√3). (1)

The valley is K = (4π/(3a), 0). I set ħ = 1 and S = σ/2. Exchanging the names K and −K, or placing X in the other triangles, reverses the signs found below.

**2. The mirror fixes the axis**

A reflection in the layer plane is an inversion followed by a rotation through π about z. Inversion leaves spin unchanged, and the rotation acts on it as exp(−iπσ_z/2) = −iσ_z. The full mirror operator is therefore

M = σ_h ⊗ (−iσ_z), (2)

where σ_h reflects the orbital part. Because σ_zσ_xσ_z = −σ_x, and likewise for σ_y,

M†S_xM = −S_x, M†S_yM = −S_y, M†S_zM = S_z. (3)

The reflection leaves every in-plane wavevector k unchanged, so M commutes with H(k), spin-orbit coupling included. A nondegenerate state ψ is then an eigenstate, Mψ = μψ with |μ| = 1, and

⟨S_x⟩ = ⟨ψ|M†S_xM|ψ⟩ = −⟨S_x⟩ = 0. (4)

The same holds for S_y. The net spin is normal to the layer at every k where the band is nondegenerate.

The spin need not have full length. A state with μ = −i has the form

ψ = f↑ + g↓, f even and g odd in z, (5)

since an even function with spin up and an odd function with spin down both give −i. Hence ⟨S_z⟩ = (‖f‖² − ‖g‖²)/2 = 1/2 − ‖g‖² for a normalized state. The local in-plane spin density contains f*g. It may be nonzero at a point, but it is odd in z and integrates to zero.

**3. The threefold axis and time reversal**

Let C₃ be the rotation through 2π/3 about a metal site. It takes K to

C₃K = K + G, G = (−2π/a, 2π/(√3a)). (6)

Here G·a₁ = −2π and G·a₂ = −π + π = 0, so G is a reciprocal lattice vector and C₃ is a symmetry at K. With spin included, the operator is C = C₃ ⊗ exp(−2πiS_z/3), and S₊ = S_x + iS_y obeys

C†S₊C = e^{2πi/3}S₊. (7)

For an eigenstate of C this gives ⟨S₊⟩ = e^{2πi/3}⟨S₊⟩, so ⟨S₊⟩ = 0. At K either the mirror or the threefold axis is enough to forbid in-plane spin. Since M and C commute, they require no degeneracy at K.

Time reversal Θ commutes with the Hamiltonian, reverses k and reverses S. Therefore

E(K, ⟨S⟩) = E(−K, −⟨S⟩). (8)

States of equal energy in the two valleys carry opposite spin. This does not force a degeneracy at K itself: 2K·a₁ = 8π/3 is not a multiple of 2π, so K and −K are different points of the zone. An inversion centre would give E(k, S) = E(−k, S), which combined with time reversal would make each level at K doubly degenerate. The single layer has no such centre, and a splitting is allowed.

**4. Which orbitals may mix at K**

Consider first the orbital problem without spin. For an orbital of magnetic number m placed at sites r, the Bloch sum is Σ e^{iK·r}|m, r⟩ up to normalization. The rotation gives C₃|m, r⟩ = e^{−2πim/3}|m, C₃r⟩. With r′ = C₃r the Bloch phase becomes

K·C₃⁻¹r′ = (C₃K)·r′ = K·r′ + G·r′. (9)

On metal sites G·r′ is a multiple of 2π. On X sites G·δ₁ = −π + π/3 = −2π/3, G·δ₂ = π + π/3 = 4π/3 and G·δ₃ = −2π/3, all equal to −2π/3 up to a multiple of 2π. The eigenvalue of C₃ is thus

e^{−2πiq/3}, q = m on M, q = m + 1 on X (modulo 3). (10)

Under σ_h an orbital Y_lm gains the factor (−1)^{l+m}, and the two X atoms are exchanged. Hence d₀ and d_{±2} are even and d_{±1} are odd. The sum of top and bottom p_{±1} is even and their difference odd; for p_z the sum is odd and the difference even. States mix at K if both q and the parity agree:

even: (d₀, p₋₁), (d₊₂, p₊₁), (d₋₂, p_z)
odd: (d₊₁, p_z), (d₋₁, p₊₁), and p₋₁ alone. (11)

Threefold symmetry thus keeps d₀ apart from d₊₂ and d₋₂. Adding metal s and p orbitals does not change the conclusion for the d₀ state: its class, q = 0 and even, admits from metal s, p and d shells just s and d₀, both with m = 0.

**5. First order in spin-orbit coupling**

Take the atomic form

H_so = Σ λ_A L_A·S = Σ λ_A [L_zS_z + (L₊S₋ + L₋S₊)/2], (12)

summed over atoms A. For a nondegenerate orbital state the expectation values of L₊ and L₋ vanish, because these operators change the mirror parity. The term L_zS_z remains, with S_z = ±1/2. If w_A is the weight on orbitals of magnetic number m_A, then

E↑ − E↓ = Σ λ_A m_A w_A. (13)

For the two states of interest at K this reads

valence (d₊₂, p₊₁): Δ_v = 2λ_M w_d + λ_X w_p, (14)
conduction (d₀, p₋₁): Δ_c = −λ_X w_p. (15)

The metal coupling enters the valence splitting with the factor 2 and is absent from the conduction splitting at this order. Physically, d₊₂ carries a circulating orbital moment along z, to which the spin couples, while d₀ carries none. At −K the moments reverse, in agreement with (8).

**6. A bonding model for the level order**

The order of the levels needs a Hamiltonian. I keep the five d orbitals on M, three p orbitals on each X, and hopping along nearest M–X bonds. The parameters are round numbers, not fitted to MoS₂: a = 3.2 Å, h = 1.6 Å, site energies e_d = 0 and e_p = −4 eV, and bond integrals V_σ = 2.5 eV and V_π = −1.0 eV.

Write a p orbital as u·r with a unit vector u, and a d orbital as r·Q·r with Q symmetric, traceless and normalized by tr(Q†Q) = 1; the common radial factors are omitted. For a bond along the unit vector n, the hopping ⟨d|H|p⟩ is linear in Q* and u and is unchanged by rotations about the bond and reflections containing it. Its general form is A(nQ*n)(n·u) + B(nQ*u).

For n along z, the pair d₀, p_z has nQn = 2/√6 and gives (A + B)·2/√6 = V_σ. The pair d_xz, p_x gives B/√2 = V_π. Solving for A and B,

T = √(3/2) V_σ (nQ*n)(n·u) + √2 V_π [nQ*u − (nQ*n)(n·u)]. (16)

Now let n = (s, 0, c), with s = sin θ and c = cos θ. In the standard phases, u = ∓(1, ±i, 0)/√2 for p_{±1} and u = (0, 0, 1) for p_z. The d polynomials r·Q·r are (2z² − x² − y²)/√6 for d₀, ∓z(x ± iy) for d_{±1} and (x ± iy)²/2 for d_{±2}. The contractions are:

(d₀, p₋₁): nQ*n = (3c² − 1)/√6, n·u = s/√2, nQ*u = −s/(2√3)
(d₊₂, p₊₁): nQ*n = s²/2, n·u = −s/√2, nQ*u = −s/√2
(d₋₂, p_z): nQ*n = s²/2, n·u = c, nQ*u = 0
(d₊₁, p_z): nQ*n = −sc, n·u = c, nQ*u = −s/2
(d₋₁, p₊₁): nQ*n = sc, n·u = −s/√2, nQ*u = 0. (17)

Inserting them in (16) gives

T(d₀, p₋₁) = s(3c² − 1)V_σ/(2√2) − √(3/2) sc²V_π
T(d₊₂, p₊₁) = −(√3/4)s³V_σ − (s/2)(1 + c²)V_π
T(d₋₂, p_z) = (√6/4)s²cV_σ − s²cV_π/√2
T(d₊₁, p_z) = −√(3/2) sc²V_σ + s(2c² − 1)V_π/√2
T(d₋₁, p₊₁) = −(√3/2)s²cV_σ + s²cV_π. (18)

A bond at azimuth φ has the extra factor e^{−i(m−m′)φ}, where m and m′ belong to d and p. The three azimuths are 30°, 150° and −90°, and the Bloch phases K·δ are 120°, −120° and 0. For m − m′ = 1 the total phases are 90°, −270° and 90°; for m − m′ = −2 they are 180°, 180° and −180°. In each case the three bonds add in phase, and the common phase can be absorbed in the p orbitals. The blocks (d₀, p₋₁), (d₊₂, p₊₁) and (d₊₁, p_z) all have m − m′ = 1 and share the same phase, so absorbing it leaves the spin-orbit matrix elements between their p orbitals unchanged; section 7 relies on this. The normalized combination of top and bottom X contributes 2/√2 = √2, so the block coupling is

t = 3√2 T. (19)

With D = (e_d − e_p)/2 = 2 eV and R = √(D² + t²), each block has levels

E = (e_d + e_p)/2 ± R. (20)

For the upper level, with amplitudes α on d and β on p, the first row of the eigenvalue equation is (D − R)α + tβ = 0. Using t² = (R − D)(R + D),

w_d = α² = t²/[t² + (R − D)²] = (R + D)/(2R), w_p = 1 − w_d. (21)

Since h = a/2, the geometry gives c² = h²/(h² + a²/3) = 3/7 and s² = 4/7. In the (d₊₂, p₊₁) block the two bond contributions nearly cancel: T = −0.468 + 0.540 = 0.072 eV, so t = 0.307 eV. For (d₀, p₋₁) they add, with T = 0.588 eV and t = 2.493 eV. The upper levels are then

d₊₂: −2 + √(4 + 0.307²) = 0.023 eV
d₀: −2 + √(4 + 2.493²) = 1.196 eV. (22)

The other upper levels lie at 2.076 eV (d₋₂), 2.369 eV (d₊₁) and 3.407 eV (d₋₁). Below them are five bonding levels and the uncoupled p₋₁ level, which take twelve electrons. Two more electrons, the formal d² count of the metal, fill the d₊₂ level. In this model it is the valence state at K because its antibonding shift is small, and d₀ is the conduction state. The order depends on the bond integrals. With V_σ = 2.5 eV it holds at V_π = −0.6, −1.0 and −1.5 eV and is nearly lost at −0.3 eV; at V_π = −2 eV the level above d₊₂ is no longer d₀, and for V_π = +0.5 eV the filled level is d₀. The near cancellation, and the very small p weight it gives the valence state, are features of this model and are not claimed as the cause in MoS₂, where metal–metal hopping, omitted here, also shapes these levels. This statement concerns K. Over the whole zone the seventh and eighth bands of the model, counted without spin, overlap in energy by about 0.14 eV, so it has no full gap; the seventh band peaks at k = 0, near 0.66 eV, far above its value at K. The Fermi level, near 0.58 eV, still lies between the d₊₂ and d₀ levels at K, which keeps the first filled and the second empty. The model is not used to locate band extrema.

**7. Second order, and the size of the conduction splitting**

With the leading metal term absent from (15), second-order terms matter for the conduction state. The spin-flip terms in (12) connect even to odd blocks. The ladder rule is L_±|l, m⟩ = √(l(l+1) − m(m±1)) |l, m±1⟩. Let α_c, β_c and α_v, β_v be the amplitudes of the conduction and valence states, and let a_n, b_n be the d and p amplitudes of the two states n in an odd block.

For conduction spin up, L₊S₋ takes d₀ to √6 d₊₁ and p₋₁ to √2 p_z. For spin down, L₋S₊ takes d₀ to √6 d₋₁ and annihilates p₋₁. The spin-flip shifts are

δE_c↑ = Σ_n [√(3/2) λ_Mα_ca_n + λ_Xβ_cb_n/√2]²/(E_c − E_n), n in (d₊₁, p_z)
δE_c↓ = Σ_n [√(3/2) λ_Mα_ca_n]²/(E_c − E_n), n in (d₋₁, p₊₁). (23)

For valence spin down, L₋ takes d₊₂ to 2d₊₁ and p₊₁ to √2 p_z:

δE_v↓ = Σ_n [λ_Mα_va_n + λ_Xβ_vb_n/√2]²/(E_v − E_n), n in (d₊₁, p_z). (24)

The term L_zS_z also couples each state to its bonding partner, but that second-order shift contains S_z² = 1/4. It is equal for both spins and drops out of the splitting.

Valence spin up has no spin-flip partner in this model, because L₊ annihilates both d₊₂ and p₊₁. It is the upper eigenstate of a closed 2×2 matrix with diagonal entries e_d + λ_M and e_p + λ_X/2 and coupling t. Its spin is therefore exactly 1/2 within the model.

Take λ_M = 80 meV and λ_X = 50 meV. The weights from (21) are w_d = 0.9942 and w_p = 0.0058 for valence, and w_d = 0.8129 and w_p = 0.1871 for conduction. At first order,

Δ_v = 2(80)(0.9942) + 50(0.0058) = 159.4 meV
Δ_c = −50(0.1871) = −9.4 meV. (25)

For δE_c↓ the numerator without a_n² is (3/2)(0.080)²(0.8129) = 0.00780 eV². The two states of the (d₋₁, p₊₁) block, at 3.407 and −7.407 eV, have d weights 0.685 and 0.315. Thus

δE_c↓ = 0.00780[0.685/(1.196 − 3.407) + 0.315/(1.196 + 7.407)] eV = −2.1 meV. (26)

The same sum gives δE_c↑ = −3.4 meV and δE_v↓ = −1.6 meV. Through second order,

E↑ − E↓ = 159.4 + 1.6 = 161.0 meV (valence)
E↑ − E↓ = −9.4 − 3.4 + 2.1 = −10.6 meV, using unrounded terms (conduction). (27)

Diagonalization of the full 22-dimensional spinor Hamiltonian gives 160.9 and −10.7 meV at K, and the opposite signs at −K. The valence splitting is 15 times the conduction splitting in size. This ratio belongs to the model; in MoS₂ the valence splitting is about 150 meV and the conduction splitting only a few meV.

The metal contribution can be isolated by setting λ_X = 0. Doubling λ_M from 10 to 20 meV then multiplies the valence splitting by 2.00 and the conduction splitting by 4.02, the linear and quadratic laws expected at weak coupling.

At K the upper valence state has ⟨S_z⟩ = 0.500 and the lower conduction state 0.497; the small deficit is the odd, spin-down part g in (5). These two edge states have parallel spins here. That is a property of the chosen parameters: the conduction sign comes from the X term and from the difference between the two shifts in (23), whose balance symmetry does not fix. With these parameters the two parts have the same sign: λ_X = 0 alone leaves about −2.5 meV. In WS₂ and WSe₂ the two edge spins are antiparallel.

**8. When the conclusions change**

Breaking the symmetries one at a time separates their roles. An energy difference of 1 eV between top and bottom X atoms removes the mirror. The in-plane spin of the four edge states still vanishes at K, where the threefold axis protects it, but at k = (0.9, 0.1)|K| it reaches 0.12. Weakening the bonds of one direction by 10% removes the threefold axis and keeps the mirror; the in-plane spin at K again vanishes. With both changes together it reaches 0.034 at K. Both nonzero values belong to the conduction pair; in the valence pair the in-plane spin stays below 0.001. The perturbation is strong: 1 eV across the 3.2 Å between the X planes corresponds to about 3 V/nm.

The size rule depends on the level order. Lowering the d₀ site energy by 2 eV respects every symmetry used above, but puts the d₀ state below d₊₂. The valence splitting becomes −15.5 meV and the conduction splitting 160.9 meV. The large splitting has followed the d₊₂ state. The small one has grown in size from 10.7 meV because the d₀ level now lies nearer the p levels. In its block D falls to 1 eV, R = √(1 + 2.493²) = 2.686 eV, and (21) gives w_p = (R − D)/(2R) = 0.314 instead of 0.187. The first-order term (15) becomes −50(0.314) = −15.7 meV. Higher orders add the remaining +0.2 meV, against −1.3 meV before the shift.

Relation (8) between valleys was derived from time reversal, which a magnetization breaks. Magnetization along z in general makes the levels at K and −K differ. For uniform magnetization in the plane, time reversal followed by the mirror is still a symmetry: the levels at K and −K stay equal and their S_z is opposite, but the in-plane spin, now allowed, is the same in both valleys. The mirror argument (4) survives magnetization along z, since reflection in the layer leaves an axial vector along z unchanged. At a degeneracy (4) no longer fixes the spin axis, because superpositions of states with different μ are also eigenstates. Such degeneracy holds along the whole Γ–M lines, where k lies in a vertical mirror plane whose operator, with spin, anticommutes with M and so pairs μ = +i with μ = −i. At k = 0, superpositions within a Kramers pair can have in-plane spin if the pair has angular momentum ±1/2 about z (modulo 3). For pairs with ±3/2 the threefold axis still forbids it, by (7).

The numerical output lists the levels and weights of the five blocks at K, together with the splittings and spins.

Table of computed values

```
lattice constant a = 3.2 angstrom
height of X above the M plane h = 1.6 angstrom
bond polar angle theta = 49.11 degrees
site energies: d 0.0 eV, p -4.0 eV
bond integrals: sigma 2.5 eV, pi -1.0 eV
spin-orbit: lam_M 80 meV, lam_X 50 meV
block d0,p-1: T 0.5877 eV, t 2.4933 eV
  upper level 1.1963 eV, w_d 0.8129, w_p 0.1871
  lower level -5.1963 eV
block d+2,p+1: T 0.0723 eV, t 0.3069 eV
  upper level 0.0234 eV, w_d 0.9942, w_p 0.0058
  lower level -4.0234 eV
block d-2,pz: T 0.8372 eV, t 3.5520 eV
  upper level 2.0764 eV, w_d 0.7453, w_p 0.2547
  lower level -6.0764 eV
block d+1,pz: T -0.9156 eV, t -3.8845 eV
  upper level 2.3692 eV, w_d 0.7289, w_p 0.2711
  lower level -6.3692 eV
block d-1,p+1: T -1.1840 eV, t -5.0233 eV
  upper level 3.4068 eV, w_d 0.6850, w_p 0.3150
  lower level -7.4068 eV
orbital gap at K without spin-orbit = 1.1729 eV
valence first-order splitting = 159.364 meV
valence spin-down second-order shift = -1.596 meV
valence splitting through second order = 160.960 meV
conduction first-order splitting = -9.357 meV
conduction spin-up second-order shift = -3.419 meV
conduction spin-down second-order shift = -2.132 meV
conduction splitting through second order = -10.643 meV
full splitting at K: valence 160.875 meV, conduction -10.697 meV
full splitting at -K: valence -160.875 meV, conduction 10.697 meV
ratio of splitting sizes = 15.04
valence lower: E -0.05778 eV, Sz(K) -0.49921, Sz(-K) +0.49921 (hbar)
valence upper: E 0.10310 eV, Sz(K) +0.50000, Sz(-K) -0.50000 (hbar)
conduction lower: E 1.18820 eV, Sz(K) +0.49653, Sz(-K) -0.49653 (hbar)
conduction upper: E 1.19890 eV, Sz(K) -0.49886, Sz(-K) +0.49886 (hbar)
metal-only splitting ratio on doubling lam_M (10 to 20 meV): valence 2.003, conduction 4.016
largest in-plane spin of the four states (hbar), 1 eV top-bottom
  X energy difference and/or one bond direction weakened by 10%:
  mirror broken, at K: 0.00000
  mirror broken, at k = (0.9, 0.1)|K|: 0.12290
  threefold axis broken, at K: 0.00000
  both broken, at K: 0.03424
d0 site energy lowered by 2 eV: valence -15.501 meV, conduction 160.875 meV
```
